**Leave-one-out error of a cluster expansion: one fit against explicit refitting**

For a least-squares cluster expansion with correlation matrix X and energies y, the error on structure i of a fit to all other structures is r_i/(1 − h_i). Here r_i is the residual and h_i = x_iᵀ(XᵀX)⁻¹x_i is the leverage, both taken from the full fit. The program enumerates 137 fcc structures of a model alloy, trains on 40 of them, and asserts that the formula agrees with 720 explicit refits over 18 cluster sets; the largest difference is 7.7e-13 meV/atom. It also asserts the determinant and variance relations, the breakdown for a saturated fit, the weighted and penalized form, and the deletion of a duplicated pair. The lowest score, 1.242 meV/atom at 7 clusters, is practically tied with 1.243 at 12 clusters, where the set is complete and the error on unseen structures is smaller. Over 400 random draws, choosing the set by its score gives a score of 1.055 against an unseen error of 1.175 meV/atom. In the printed vibrational estimate, "3% stiffer" means frequencies 3% higher.

## Check in Python

```python
"""
Result under test: for a least-squares cluster expansion y ~ X c, the error made on
structure i by a fit to all OTHER structures is r_i / (1 - h_i), where r_i is the
residual and h_i = x_i^T (X^T X)^-1 x_i the leverage, both from the one full fit.
X: cluster correlations (rows = structures), y: energies in meV/atom.
Spins: -1 = atom A, +1 = atom B, on an fcc lattice. LOO = leave-one-out.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import qr as pivoted_qr
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(7)
PRIMITIVE = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2  # in cubic lattice constants


def shell_of(vector):
    """Neighbour label: twice the squared length in cubic lattice constants."""
    return np.rint(2 * ((vector @ PRIMITIVE) ** 2).sum(-1)).astype(int)


# ---------- clusters as lists of offsets from a first site ----------
grid = np.array(list(itertools.product(range(-4, 5), repeat=3)))
grid_shell = shell_of(grid)
near = grid[grid_shell == 1]
near_unit = near @ PRIMITIVE * np.sqrt(2)
near_shell = shell_of(near[:, None, :] - near[None, :, :])


def pair(s):
    return grid[grid_shell == s][:, None, :]


def triplet(s):
    return np.array([(near[i], near[j]) for i in range(12) for j in range(12)
                     if near_shell[i, j] == s])


def tetrahedron(sides):
    return np.array([(near[i], near[j], near[k])
                     for i, j, k in itertools.product(range(12), repeat=3)
                     if sorted((near_shell[i, j], near_shell[i, k], near_shell[j, k])) == sides])


clusters = {"p1": pair(1), "p2": pair(2), "p3": pair(3), "p4": pair(4),
            "t111": triplet(1), "p5": pair(5), "t113": triplet(3), "t114": triplet(4),
            "p6": pair(6), "q1": tetrahedron([1, 1, 1]), "t112": triplet(2),
            "q2": tetrahedron([1, 1, 2])}
for s in range(7, 13):
    clusters[f"p{s}"] = pair(s)
names = ["constant", "point"] + list(clusters)

# ---------- model alloy: round parameters ----------
pair_J = {1: 6.0, 2: -2.0, 3: 0.6, 4: 0.9, 5: 0.15, 6: -0.2}  # meV per pair
triplet_term, tetra_term = 3.2, -1.5                          # meV/atom
force_unit, spring, spring_contrast = 0.5, 300.0, 0.2         # eV/nm, eV/nm^2, none
scatter = 1.0                                                 # meV/atom
static_coefficient = np.zeros(len(names))
for s, J in pair_J.items():
    static_coefficient[names.index(f"p{s}")] = J * len(clusters[f"p{s}"]) / 2
static_coefficient[names.index("t111")] = triplet_term
static_coefficient[names.index("q1")] = tetra_term


def site_index(points, cell):
    a, b, c, d, e, f = cell  # cell vectors (a,b,c), (0,d,e), (0,0,f)
    m0, m1, m2 = points[..., 0], points[..., 1], points[..., 2]
    q = m0 // a
    m0, m1, m2 = m0 - q * a, m1 - q * b, m2 - q * c
    q = m1 // d
    m1, m2 = m1 - q * d, m2 - q * e
    return (m0 * d + m1) * f + m2 % f


def describe(cell, spins):
    """Correlations, total energy (meV/atom) and largest force (eV/nm)."""
    a, _, _, d, _, f = cell
    sites = np.array(list(itertools.product(range(a), range(d), range(f))))
    columns = [np.ones(len(spins)), spins.mean(1)]
    for offsets in clusters.values():
        index = site_index(sites[:, None, None, :] + offsets[None], cell)
        columns.append((spins[:, :, None] * spins[:, index].prod(-1)).mean((1, 2)))
    X = np.array(columns).T
    index = site_index(sites[:, None, :] + near[None], cell)
    force = force_unit * (spins[:, index] @ near_unit)
    force2 = (force ** 2).sum(-1)
    relaxation = -1000 * (force2 / (2 * spring * (1 + spring_contrast * spins))).mean(1)
    return X, X @ static_coefficient + relaxation, np.sqrt(force2.max())


# ---------- all distinct structures with up to six sites ----------
seen, rows, exact_total, sizes, largest_force = set(), [], [], [], 0.0
for n in range(1, 7):
    spins = np.array(list(itertools.product([-1.0, 1.0], repeat=n)))
    for a, d, f in itertools.product(range(1, n + 1), repeat=3):
        if a * d * f != n:
            continue
        for b, c, e in itertools.product(range(d), range(f), range(f)):
            X_cell, E_cell, force_cell = describe((a, b, c, d, e, f), spins)
            largest_force = max(largest_force, force_cell)
            for x, energy in zip(X_cell, E_cell):
                key = tuple(np.round(np.append(x, energy), 6))
                if key not in seen:
                    seen.add(key)
                    rows.append(x)
                    exact_total.append(energy)
                    sizes.append(n)
X_pool, exact_total, sizes = np.array(rows), np.array(exact_total), np.array(sizes)
pool_size = len(X_pool)

# The A3B-type cubic order has correlations known by hand.
chosen = [names.index(k) for k in ("point", "p1", "p2", "t111", "q1")]
assert np.any(np.all(np.abs(X_pool[:, chosen] - [0.5, 0, 1, -0.5, -1]) < 1e-9, axis=1))
# Relaxation on springs is itself a finite sum of pair and triplet terms.
complete = names.index("q1") + 1
c_exact = np.linalg.lstsq(X_pool[:, :complete], exact_total, rcond=None)[0]
assert np.abs(X_pool[:, :complete] @ c_exact - exact_total).max() < 1e-8
# Energy gained by an atom on a spring under a constant force.
well = minimize_scalar(lambda u: spring * u * u / 2 - largest_force * u)
assert np.isclose(well.fun, -largest_force ** 2 / (2 * spring), rtol=1e-6)

total = exact_total + scatter * rng.standard_normal(pool_size)


def formation(energy, point):
    """Energy relative to the computed pure A (row 0) and pure B (row 1)."""
    return energy - (1 - point) / 2 * total[0] - (1 + point) / 2 * total[1]


y_pool = formation(total, X_pool[:, 1])


def rms(v):
    return np.sqrt(np.mean(np.square(v)))


def one_fit(X, y):
    """Residuals, leverages, LOO errors (inf if undefined), coefficients."""
    Q, R = np.linalg.qr(X)
    h = (Q ** 2).sum(1)
    projected = Q.T @ y
    r = y - Q @ projected
    if np.abs(np.diag(R)).min() < 1e-8 or (1 - h).min() < 1e-6:
        return r, h, np.full(len(y), np.inf), None
    return r, h, r / (1 - h), np.linalg.solve(R, projected)


def refit_errors(X, y):
    """LOO errors from the definition: delete, refit, predict."""
    errors = []
    for i in range(len(y)):
        keep = np.arange(len(y)) != i
        c = np.linalg.lstsq(X[keep], y[keep], rcond=None)[0]
        errors.append(y[i] - X[i] @ c)
    return np.array(errors)


def draw_training(N):
    return np.r_[0, 1, 2 + rng.permutation(pool_size - 2)[:N - 2]]


# ---------- score nested cluster sets, each from one fit ----------
N = 40
train = draw_training(N)
unseen = np.setdiff1d(np.arange(pool_size), train)
X_train, y = X_pool[train], y_pool[train]
table, worst_gap, refits = [], 0.0, 0
for M in range(3, len(names) + 1):
    r, h, loo, c = one_fit(X_train[:, :M], y)
    if c is None:
        break
    explicit = refit_errors(X_train[:, :M], y)
    refits += N
    assert np.allclose(loo, explicit, rtol=1e-6, atol=1e-7)
    assert np.isclose(h.sum(), M)
    worst_gap = max(worst_gap, np.abs(loo - explicit).max())
    table.append((M, rms(r), rms(loo), rms(y_pool[unseen] - X_pool[unseen, :M] @ c)))
best = min(table, key=lambda row: row[2])[0]

# ---------- closer tests on the selected set ----------
X = X_train[:, :best]
r, h, loo, c = one_fit(X, y)
explicit = refit_errors(X, y)
assert np.allclose(one_fit(X, total[train])[2], loo, atol=1e-8)  # reference energies drop out
for i in range(N):
    others = np.delete(X, i, axis=0)
    log_ratio = np.linalg.slogdet(others.T @ others)[1] - np.linalg.slogdet(X.T @ X)[1]
    assert np.isclose(np.exp(log_ratio), 1 - h[i], rtol=1e-6, atol=1e-9)
    # variance of (own scatter - prediction scatter), from explicit prediction weights
    weights_on_others = X[i] @ np.linalg.pinv(others)
    assert np.isclose(1 + (weights_on_others ** 2).sum(), 1 / (1 - h[i]), rtol=1e-6)

# Saturated fit: as many structures as clusters, every leverage is one.
picked = pivoted_qr(X.T, pivoting=True, mode="economic")[2][:best]
r_sat, h_sat, _, _ = one_fit(X[picked], y[picked])
assert np.allclose(h_sat, 1) and np.abs(r_sat).max() < 1e-7
assert np.linalg.matrix_rank(X[picked][1:]) == best - 1

# Fixed weights and fixed quadratic penalty.
w = rng.uniform(0.5, 2.0, N)
penalty = np.r_[0.0, np.full(best - 1, 0.3)]
H_general = X @ np.linalg.solve(X.T @ (w[:, None] * X) + np.diag(penalty), X.T * w)
general = (y - H_general @ y) / (1 - np.diag(H_general))
for i in range(N):
    keep = np.arange(N) != i
    A = np.vstack([np.sqrt(w[keep])[:, None] * X[keep], np.diag(np.sqrt(penalty))])
    target = np.r_[np.sqrt(w[keep]) * y[keep], np.zeros(best)]
    assert np.isclose(general[i], y[i] - X[i] @ np.linalg.lstsq(A, target, rcond=None)[0],
                      rtol=1e-6, atol=1e-7)

# A structure entered twice: single deletion fails to test it, pair deletion does.
top = int(np.argmax(h))
X_twice, y_twice = np.vstack([X, X[top]]), np.append(y, y[top])
duplicate_error = refit_errors(X_twice, y_twice)[top]
assert np.isclose(duplicate_error, r[top], atol=1e-7)
H_twice = X_twice @ np.linalg.pinv(X_twice)
group = [top, N]
group_error = np.linalg.solve(np.eye(2) - H_twice[np.ix_(group, group)],
                              (y_twice - H_twice @ y_twice)[group])
assert np.allclose(group_error, explicit[top], rtol=1e-6, atol=1e-7)

# ---------- meaning of the score over repeated random draws ----------
M_fixed, draws = 9, 3000
loo_square, unseen_square = np.empty(draws), np.empty(draws)
for t in range(draws):
    rows_t = draw_training(N)
    loo_square[t] = np.mean(one_fit(X_pool[rows_t, :M_fixed], y_pool[rows_t])[2][2:] ** 2)
    fewer = rows_t[:-1]
    c_t = np.linalg.lstsq(X_pool[fewer, :M_fixed], y_pool[fewer], rcond=None)[0]
    outside = np.ones(pool_size, bool)
    outside[fewer] = False
    unseen_square[t] = np.mean((y_pool[outside] - X_pool[outside, :M_fixed] @ c_t) ** 2)
difference = loo_square - unseen_square
standard_error = difference.std(ddof=1) / np.sqrt(draws)
assert abs(difference.mean()) < 5 * standard_error      # statistical tolerance
assert standard_error < 0.1 * unseen_square.mean()

selection_draws, selected_score, selected_truth = 400, [], []
for _ in range(selection_draws):
    rows_t = draw_training(N)
    lowest, M_low, c_low = np.inf, None, None
    for M in range(3, len(names) + 1):
        _, _, e_t, c_t = one_fit(X_pool[rows_t, :M], y_pool[rows_t])
        if c_t is not None and np.mean(e_t[2:] ** 2) < lowest:
            lowest, M_low, c_low = np.mean(e_t[2:] ** 2), M, c_t
    outside = np.setdiff1d(np.arange(pool_size), rows_t)
    selected_score.append(lowest)
    selected_truth.append(np.mean((y_pool[outside] - X_pool[outside, :M_low] @ c_low) ** 2))

# Random 64-site cells, energies without scatter.
big_spins = rng.choice([-1.0, 1.0], size=(60, 64))
X_big, E_big, _ = describe((4, 0, 0, 4, 0, 4), big_spins)
big_error = rms(formation(E_big, X_big[:, 1]) - X_big[:, :best] @ c)

# ---------- effects left out of static, stress-free energies ----------
temperature, frequency_shift, quantum = 400.0, 0.03, 20.0     # K, none, meV
kT = constants.k * temperature / constants.e * 1000           # meV
vibration = 3 * kT * np.log(1 + frequency_shift)


def oscillator_free_energy(energy_quantum):
    return kT * np.log(2 * np.sinh(energy_quantum / (2 * kT)))


vibration_quantum = 3 * (oscillator_free_energy(quantum * (1 + frequency_shift))
                         - oscillator_free_energy(quantum))
assert np.isclose(vibration, vibration_quantum, rtol=0.05)    # classical limit at 400 K

young, poisson, stress, excess_volume, lattice = 120.0, 0.34, 0.3, 0.01, 0.36
biaxial = young / (1 - poisson)                               # GPa
atom_volume = lattice ** 3 / 4                                # nm^3
misfit = excess_volume / 3
to_meV = 1e9 * 1e-27 / constants.e * 1000                     # GPa nm^3 to meV
stress_work = -2 * stress * misfit * atom_volume * to_meV
self_energy = biaxial * misfit ** 2 * atom_volume * to_meV


def clamped_energy(free_strain):
    """Elastic energy in meV/atom, in-plane strain fixed, normal strain relaxed."""
    lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
    shear = young / (2 * (1 + poisson))
    plane = 1000 * (stress / biaxial - free_strain)           # strain in 0.001

    def density(normal):
        return lame / 2 * (2 * plane + normal) ** 2 + shear * (2 * plane ** 2 + normal ** 2)
    return minimize_scalar(density).fun * 1e-6 * atom_volume * to_meV


up, zero, down = clamped_energy(misfit), clamped_energy(0.0), clamped_energy(-misfit)
assert np.isclose((up - down) / 2, stress_work, rtol=1e-5)
assert np.isclose((up + down) / 2 - zero, self_energy, rtol=1e-5)

# ---------- output ----------
print("Pair energies J1..J6 (meV):", *pair_J.values())
print(f"Triplet, tetrahedron terms (meV/atom): {triplet_term}, {tetra_term}")
print(f"Force unit {force_unit} eV/nm, spring {spring} eV/nm^2, contrast {spring_contrast}")
print(f"Scatter, standard deviation: {scatter} meV/atom")
print(f"Distinct structures, 1 to 6 sites: {pool_size}; training {N}; unseen {len(unseen)}")
print(f"Lowest formation energy: {y_pool.min():.2f} meV/atom")
print(f"Largest relaxation displacement, softer atom: "
      f"{largest_force / (spring * (1 - spring_contrast)):.4f} nm (upper bound)")
print("Cluster order:", " ".join(names))
print(f"Cluster set complete for this model at M = {complete}")
print("M, training rms, LOO rms, unseen rms (meV/atom):")
for row in table:
    print("  %2d  %7.3f  %7.3f  %7.3f" % row)
print(f"Explicit refits made: {refits}; single fits needed: {len(table)}")
print(f"Largest |one-fit LOO - refit LOO|: {worst_gap:.1e} meV/atom")
print(f"Selected M: {best}; mean leverage {best / N:.3f}; range {h.min():.3f} to {h.max():.3f}")
print("Sites, x_B, energy, leverage, residual, residual/(1-h), refit (meV/atom):")
for i in (top, int(np.argmin(h)), int(np.argmax(np.abs(loo)))):
    print(f"  {sizes[train[i]]} {(1 + X[i, 1]) / 2:.3f} {y[i]:8.3f} {h[i]:.4f} "
          f"{r[i]:8.4f} {loo[i]:8.4f} {explicit[i]:8.4f}")
print(f"LOO rms with every leverage set to M/N: {rms(r / (1 - best / N)):.3f} meV/atom")
print(f"LOO rms expected from scatter alone: {scatter * np.sqrt(np.mean(1 / (1 - h))):.3f} meV/atom")
print(f"Top-leverage structure entered twice, one copy deleted: {duplicate_error:.4f} meV/atom")
print(f"Same, both copies deleted: {group_error[0]:.4f} meV/atom")
print(f"Fixed M = {M_fixed}, {draws} draws: LOO rms {np.sqrt(loo_square.mean()):.3f}, "
      f"unseen rms {np.sqrt(unseen_square.mean()):.3f} meV/atom")
print(f"  mean-square difference {difference.mean():.3f} +- {standard_error:.3f} (meV/atom)^2")
print(f"M selected in each of {selection_draws} draws: LOO rms {np.sqrt(np.mean(selected_score)):.3f}, "
      f"unseen rms {np.sqrt(np.mean(selected_truth)):.3f} meV/atom")
print(f"Selected fit on 60 random 64-site cells, rms error: {big_error:.3f} meV/atom")
print(f"Thermal energy at {temperature:.0f} K: {kT:.2f} meV")
print(f"Vibrational shift, {100 * frequency_shift:.0f}% stiffer: classical {vibration:.2f}, "
      f"quantum ({quantum:.0f} meV modes) {vibration_quantum:.2f} meV/atom")
print(f"Film: E {young:.0f} GPa, Poisson {poisson}, stress {1000 * stress:.0f} MPa, "
      f"lattice {lattice} nm, excess volume {100 * excess_volume:.0f}%")
print(f"Work against film stress: {stress_work:.3f} meV/atom")
print(f"Misfit self-energy of clamped film: {self_energy:.3f} meV/atom")
print("finished without a failed check")
```

It prints:

```
Pair energies J1..J6 (meV): 6.0 -2.0 0.6 0.9 0.15 -0.2
Triplet, tetrahedron terms (meV/atom): 3.2, -1.5
Force unit 0.5 eV/nm, spring 300.0 eV/nm^2, contrast 0.2
Scatter, standard deviation: 1.0 meV/atom
Distinct structures, 1 to 6 sites: 137; training 40; unseen 97
Lowest formation energy: -61.04 meV/atom
Largest relaxation displacement, softer atom: 0.0125 nm (upper bound)
Cluster order: constant point p1 p2 p3 p4 t111 p5 t113 t114 p6 q1 t112 q2 p7 p8 p9 p10 p11 p12
Cluster set complete for this model at M = 12
M, training rms, LOO rms, unseen rms (meV/atom):
   3    6.778    7.318    5.550
   4    6.401    7.335    5.427
   5    3.756    4.504    3.488
   6    1.291    1.528    1.746
   7    1.021    1.242    1.323
   8    1.017    1.281    1.297
   9    1.016    1.329    1.285
  10    1.013    1.375    1.252
  11    1.002    1.411    1.273
  12    0.866    1.243    1.103
  13    0.859    1.335    1.122
  14    0.851    1.464    1.122
  15    0.780    1.407    1.635
  16    0.748    1.373    1.598
  17    0.697    1.266    1.711
  18    0.662    1.336    1.918
  19    0.655    1.344    1.895
  20    0.636    1.383    2.208
Explicit refits made: 720; single fits needed: 18
Largest |one-fit LOO - refit LOO|: 7.7e-13 meV/atom
Selected M: 7; mean leverage 0.175; range 0.077 to 0.499
Sites, x_B, energy, leverage, residual, residual/(1-h), refit (meV/atom):
  1 0.000    0.000 0.4995   0.6881   1.3747   1.3747
  6 0.667  -43.041 0.0769   0.7140   0.7734   0.7734
  6 0.500  -51.099 0.2196  -1.9447  -2.4919  -2.4919
LOO rms with every leverage set to M/N: 1.238 meV/atom
LOO rms expected from scatter alone: 1.114 meV/atom
Top-leverage structure entered twice, one copy deleted: 0.6881 meV/atom
Same, both copies deleted: 1.3747 meV/atom
Fixed M = 9, 3000 draws: LOO rms 1.319, unseen rms 1.309 meV/atom
  mean-square difference 0.027 +- 0.011 (meV/atom)^2
M selected in each of 400 draws: LOO rms 1.055, unseen rms 1.175 meV/atom
Selected fit on 60 random 64-site cells, rms error: 0.275 meV/atom
Thermal energy at 400 K: 34.47 meV
Vibrational shift, 3% stiffer: classical 3.06, quantum (20 meV modes) 3.14 meV/atom
Film: E 120 GPa, Poisson 0.34, stress 300 MPa, lattice 0.36 nm, excess volume 1%
Work against film stress: -0.146 meV/atom
Misfit self-energy of clamped film: 0.147 meV/atom
finished without a failed check
```
